# Small-angle scattering from an inverse-power potential in the impulse approximation

## Definitions and conventions

A projectile of mass \(M_1\) and laboratory kinetic energy \(E\) meets a free target atom of mass \(M_2\) at rest. The two repel each other through

\[
V(r)=\frac{C}{r^{s}},\qquad C>0,\quad s>0 .
\]

The motion is classical, nonrelativistic and elastic: no energy goes into electrons, and no third atom takes part. The impact parameter \(p\) is the distance at which the projectile would pass the target if there were no force.

The initial relative speed \(v\) equals the projectile's laboratory speed, so \(E=\tfrac12M_1v^2\). With the reduced mass \(\mu=M_1M_2/(M_1+M_2)\), the energy of the relative motion is

\[
E_c=\tfrac12\mu v^2=\frac{M_2}{M_1+M_2}\,E .
\]

The deflection \(\theta\) is the angle through which the relative velocity turns, which is the scattering angle in the centre-of-mass frame. The laboratory angle of the projectile is called \(\psi\). The strength of the collision is measured by

\[
\varepsilon=\frac{V(p)}{E_c}=\frac{C}{E_c\,p^{s}} .
\]

The result to be derived is

\[
\theta=G(s)\,\varepsilon+O(\varepsilon^2),\qquad
G(s)=\frac{\sqrt{\pi}\,\Gamma\!\left(\frac{s+1}{2}\right)}{\Gamma\!\left(\frac s2\right)} ,
\]

for small \(\varepsilon\) at fixed \(s\). The algebra may be read in atomic units. Since \(\hbar\) does not appear, the equations keep their form in any consistent units. Numbers are in eV, Å and radians.

## The simple case: \(s=1\)

Let the relative coordinate move along the undisturbed line at distance \(p\) from the centre, with \(z=vt\) and \(r^2=p^2+z^2\). For \(V=C/r\) the force has magnitude \(C/r^2\), and its component away from the line is \((C/r^2)(p/r)\). The component along the line is proportional to \(z/r^3\), which is odd in \(z\), so its time integral vanishes. With \(dt=dz/v\), the transverse impulse is

\[
\Delta P=\frac{Cp}{v}\int_{-\infty}^{\infty}\frac{dz}{(p^2+z^2)^{3/2}}
=\frac{Cp}{v}\left[\frac{z}{p^2\sqrt{p^2+z^2}}\right]_{-\infty}^{\infty}
=\frac{2C}{vp}.
\]

An elastic collision leaves the magnitude \(\mu v\) of the relative momentum unchanged, so \(\sin\theta=\Delta P/(\mu v)\). For a small angle \(\sin\theta\approx\theta\), and \(\mu v^2=2E_c\) gives

\[
\theta\approx\frac{2C}{\mu v^2p}=\frac{C}{E_cp}=\varepsilon .
\]

**Test against the true orbit.** Angular momentum is conserved, \(\mu r^2\dot\varphi=\mu vp\), where \(\varphi\) is the polar angle. The centrifugal energy is therefore \((\mu vp)^2/(2\mu r^2)=E_c\,p^2/r^2\), and energy conservation reads

\[
\tfrac12\mu\dot r^2=E_c\left(1-\frac{V}{E_c}-\frac{p^2}{r^2}\right)
\quad\Rightarrow\quad
|\dot r|=v\sqrt{1-\frac{V}{E_c}-\frac{p^2}{r^2}} .
\]

Dividing \(\dot\varphi=vp/r^2\) by \(|\dot r|\) gives the angle swept per unit radius. The incoming and outgoing halves of the orbit sweep equal angles. A free particle sweeps \(\pi\) in all and a repelled one sweeps less, and the shortfall is the deflection:

\[
\theta=\pi-2p\int_{r_m}^{\infty}\frac{dr}{r^2\sqrt{1-V/E_c-p^2/r^2}} ,
\]

where \(r_m\) is the closest approach, at which the root vanishes. This holds for every \(s\) considered here.

For \(s=1\), put \(x=p/r\). Then \(V/E_c=\varepsilon x\), and completing the square gives \(1-\varepsilon x-x^2=(1+\varepsilon^2/4)-(x+\varepsilon/2)^2\). Hence

\[
\theta=\pi-2\left[\arcsin\frac{x+\varepsilon/2}{\sqrt{1+\varepsilon^2/4}}\right]_0^{x_m}
=\pi-2\left(\frac{\pi}{2}-\arctan\frac{\varepsilon}{2}\right)
=2\arctan\frac{\varepsilon}{2}.
\]

At the upper limit the argument of the arcsine is 1. At the lower limit the angle has sine \((\varepsilon/2)/\sqrt{1+\varepsilon^2/4}\), and thus tangent \(\varepsilon/2\). Expansion gives \(\theta=\varepsilon-\varepsilon^3/12+\dots\), whose leading term is the impulse result.

## General exponent

The force now has magnitude \(-dV/dr=sC/r^{s+1}\), and its transverse component carries a further factor \(p/r\). The longitudinal impulse again vanishes by symmetry. Therefore

\[
\Delta P=\frac{sCp}{v}\int_{-\infty}^{\infty}\frac{dz}{(p^2+z^2)^{(s+2)/2}} .
\]

Set \(z=p\tan\alpha\). Then \(dz=p\,d\alpha/\cos^2\alpha\) and \(p^2+z^2=p^2/\cos^2\alpha\), so the integral becomes

\[
p^{-(s+1)}\int_{-\pi/2}^{\pi/2}\cos^{s}\alpha\,d\alpha .
\]

The integrand is even. On the half range let \(t=\sin^2\alpha\), for which \(d\alpha=dt/\big(2\sqrt{t(1-t)}\big)\):

\[
2\int_0^{\pi/2}\cos^s\alpha\,d\alpha
=\int_0^1t^{-1/2}(1-t)^{(s-1)/2}dt
=\frac{\sqrt\pi\,\Gamma\!\left(\frac{s+1}{2}\right)}{\Gamma\!\left(\frac s2+1\right)} .
\]

The last step is the beta integral with \(\Gamma(1/2)=\sqrt\pi\). Since \(\Gamma(s/2+1)=(s/2)\Gamma(s/2)\), the factor \(s\) in the force cancels and leaves a factor 2:

\[
\Delta P=\frac{2C}{v\,p^s}\,
\frac{\sqrt\pi\,\Gamma\!\left(\frac{s+1}{2}\right)}{\Gamma\!\left(\frac s2\right)} .
\]

Division by \(\mu v\), with \(\mu v^2=2E_c\), removes this 2 and gives

\[
\boxed{\;\theta\approx
\frac{C\sqrt\pi\,\Gamma\!\left(\frac{s+1}{2}\right)}
{E_c\,p^s\,\Gamma\!\left(\frac s2\right)}=G(s)\,\varepsilon\;}
\]

**Test at \(s=1\).** Here \(G=\sqrt\pi\,\Gamma(1)/\Gamma(1/2)=1\), as found above.

**Test at \(s=2\).** Here \(G=\sqrt\pi\,\Gamma(3/2)/\Gamma(1)=\pi/2\). The orbit integral is again elementary, because \(V/E_c=\varepsilon x^2\):

\[
\theta=\pi-2\int_0^{1/\sqrt{1+\varepsilon}}\frac{dx}{\sqrt{1-(1+\varepsilon)x^2}}
=\pi\left[1-\frac1{\sqrt{1+\varepsilon}}\right]
=\frac{\pi}{2}\varepsilon-\frac{3\pi}{8}\varepsilon^2+\dots
\]

The first term agrees. The second shows that the impulse formula overestimates the deflection here.

**Test at \(s\to0\).** Since \(1/\Gamma(s/2)\approx s/2\), one finds \(G\approx\pi s/2\to0\). The potential becomes a constant, which exerts no force.

The coefficient can be read as a force times a length. The force at \(z=0\) is \(F_0=sV(p)/p\). Writing \(\Delta P=F_0\ell/v\) defines an effective path length \(\ell\), and \(\theta=F_0\ell/(2E_c)\) then gives \(\ell=2pG/s\). For \(s=1\) this is \(2p\), and for \(s=2\) it is \(\pi p/2\). For large \(s\), \(\Gamma(x+\tfrac12)/\Gamma(x)\approx\sqrt x\) gives \(G\approx\sqrt{\pi s/2}\) and \(\ell\approx p\sqrt{2\pi/s}\). At fixed \(V(p)\) a steeper potential thus has a stronger peak force acting over a shorter path. The force grows as \(s\) while the path shrinks as \(s^{-1/2}\), so the impulse deflection grows as \(\sqrt s\). The true deflection follows this growth only while \(s\varepsilon\ll1\), a condition derived in the next section. At fixed small \(\varepsilon\) it reaches a maximum near \(s\varepsilon\approx2.5\) and then falls as \(s\) increases further. The potential then acts as an ever sharper wall at the turning point \(r_m\), which lies just outside \(p\) and tends to \(p\). The projectile is reflected from this wall at grazing incidence, and \(\theta\) approaches \(2\arccos(p/r_m)\), which goes to zero only slowly, roughly as \(\sqrt{\ln(s\varepsilon)/s}\).

## Why the straight line suffices, and what it misses

The orbit integral cannot simply be expanded in \(V\) under the root, because the turning point moves and the expanded terms diverge there. A change of variable fixes the lower limit. Let

\[
u=\frac{V(r)}{E_c},\qquad w=r\sqrt{1-u} .
\]

At the turning point \(1-u=p^2/r^2\), so \(w=p\). Also \(r^2\sqrt{1-u-p^2/r^2}=r\sqrt{w^2-p^2}\). From \(du/dr=-su/r\),

\[
\frac{dw}{w}=\frac{dr}{r}\left[1+\frac{su}{2(1-u)}\right]
=\frac{dr}{r}\,\frac{2+(s-2)u}{2(1-u)} .
\]

On the orbit \(0<u<1\), and \(2+(s-2)u=2(1-u)+su>0\), so \(w\) increases with \(r\) and the change of variable is allowed. It gives

\[
\theta=\pi-2p\int_p^\infty\frac{2(1-u)}{2+(s-2)u}\,\frac{dw}{w\sqrt{w^2-p^2}} .
\]

Now put \(w=p\cosh\tau\), so that \(p\,dw/(w\sqrt{w^2-p^2})=d\tau/\cosh\tau\). Since \(2\int_0^\infty d\tau/\cosh\tau=\pi\), the \(\pi\) can be taken under the integral:

\[
\theta=2\int_0^\infty\frac{su}{2+(s-2)u}\,\frac{d\tau}{\cosh\tau} .
\]

No approximation has been made so far. The numerical test of this form against the orbit integral covers values up to \(\varepsilon=0.4\).

To expand it, \(u\) is needed as a function of \(w\). Define \(y=C/(E_cw^s)=\varepsilon/\cosh^s\tau\). Because \(w^s=r^s(1-u)^{s/2}\),

\[
y=u(1-u)^{-s/2}=u+\frac s2u^2+\dots
\quad\Rightarrow\quad
u=y-\frac s2y^2+\dots
\]

The fraction in the integrand becomes

\[
\frac{su}{2+(s-2)u}
=\frac s2\left[u-\frac{s-2}{2}u^2+\dots\right]
=\frac s2\left[y-(s-1)y^2+\dots\right],
\]

since the two quadratic coefficients add to \(-s/2-(s-2)/2=-(s-1)\). On the whole range \(0<y\le\varepsilon\), so for small \(\varepsilon\) the omitted terms are bounded by a constant times \(y^3\) and contribute \(O(\varepsilon^3)\).

The remaining integrals follow from \(\sinh\tau=\tan\alpha\), which gives \(\cosh\tau=1/\cos\alpha\) and \(d\tau=d\alpha/\cos\alpha\):

\[
\int_0^\infty\frac{d\tau}{\cosh^{a+1}\tau}=\int_0^{\pi/2}\cos^a\alpha\,d\alpha
=\frac{\sqrt\pi\,\Gamma\!\left(\frac{a+1}2\right)}{2\,\Gamma\!\left(\frac a2+1\right)} .
\]

With \(a=s\) the linear term reproduces \(G(s)\varepsilon\). With \(a=2s\) the quadratic term is

\[
-s(s-1)\,\frac{\sqrt\pi\,\Gamma(s+\frac12)}{2\,\Gamma(s+1)}\,\varepsilon^2
=K(s)\,\varepsilon^2,\qquad
K(s)=-\frac{\sqrt\pi\,\Gamma(s+\frac12)}{2\,\Gamma(s-1)} ,
\]

where \(\Gamma(s+1)=s(s-1)\Gamma(s-1)\) was used. At \(s=1\) the left side shows that \(K=0\).

**Test on the closed forms.** For \(s=2\), \(\Gamma(5/2)=3\sqrt\pi/4\) gives \(K=-3\pi/8\). For \(s=1\) there is no quadratic term. Both agree with the expansions above.

At second order the impulse result is therefore too large for \(s>1\) and too small for \(s<1\). Its relative error is about \(-K\varepsilon/G\). For large \(s\) the ratio of gamma functions gives \(K/G\approx-s/\sqrt2\), so a steep potential requires \(s\varepsilon\ll1\), not merely \(\varepsilon\ll1\). Near a head-on collision the formula fails altogether: as \(p\to0\) it diverges, while the true deflection cannot exceed \(\pi\).

## Back to the laboratory

The centre of mass moves at \(V_{cm}=M_1v/(M_1+M_2)\). In its frame the projectile leaves with speed \(M_2v/(M_1+M_2)\) at the angle \(\theta\). Adding \(V_{cm}\) along the beam gives

\[
\tan\psi=\frac{M_2\sin\theta}{M_1+M_2\cos\theta}\approx\frac{M_2}{M_1+M_2}\,\theta ,
\qquad
\psi\approx G(s)\,\frac{C}{E\,p^s} .
\]

The mass factor has turned \(E_c\) into \(E\).

The target has speed \(V_{cm}\) in the centre-of-mass frame, and its velocity there turns by \(\theta\). Its velocity change has magnitude \(2V_{cm}\sin(\theta/2)\). As it started at rest in the laboratory, it receives

\[
T=\tfrac12M_2\,4V_{cm}^2\sin^2\frac\theta2
=\frac{4M_1M_2}{(M_1+M_2)^2}\,E\sin^2\frac\theta2
\approx\frac{M_1}{M_2}\,E\,\psi^2 .
\]

**Test on the impulse itself.** The target takes up the momentum \(M_1v\psi\), hence the energy \((M_1v\psi)^2/(2M_2)=(M_1/M_2)E\psi^2\), as it should. For \(M_2\to\infty\) at fixed \(E\), \(\psi\to\theta\) and \(T\to0\), as for a fixed scattering centre.

## A worked collision

Take round model parameters: \(M_2/M_1=3\), \(E=40000\) eV, \(s=2\), \(C=300\) eV Å\(^2\) and \(p=0.5\) Å. Then

\[
E_c=\tfrac34(40000)=30000\ \text{eV},\quad
V(p)=\frac{300}{0.25}=1200\ \text{eV},\quad
\varepsilon=\frac{1200}{30000}=0.04 .
\]

The impulse deflection is \(\theta=1.5708\times0.04=0.0628\) rad, or 3.60°. The second-order term is \(-1.1781\times0.0016=-0.0019\) rad, which lowers the angle to 0.0609 rad. The orbit integral gives 0.0610 rad, or 3.50°. The impulse value is 3.0 % too large relative to the orbit value, as \(-K\varepsilon/G=0.75\times0.04\) predicts.

In the laboratory,

\[
\psi\approx1.5708\times\frac{300}{40000\times0.25}=0.0471\ \text{rad},\qquad
T\approx\tfrac13(40000)(0.0471)^2\approx29.6\ \text{eV},
\]

where the unrounded angle was used for \(T\). Newton's equations for both particles give 0.0458 rad and 27.9 eV. The impulse energy is about 6 % too high, roughly twice the relative error of the angle, because \(T\) is quadratic in it.

On the straight line 82 % of the impulse is delivered within \(|z|<p\). The remaining 18 % comes from separations beyond \(\sqrt2\,p\). The impulse thus samples the force over a range of distances around \(r=p\), so a power law standing in for a screened interatomic potential must match its slope there as well as its value. The local exponent \(-d\ln V/d\ln r\) of a screened potential rises with distance. For the universal (ZBL) potential of Si on Kr it is about 2.9 at 0.5 Å. A power law with that exponent gives the impulse within about 2 %, whereas \(s=2\) matched in value only is about 20 % too low.

Doubling \(p\) to 1 Å and again to 2 Å lowers the relative error from 3.0 % to 0.75 % and 0.19 %. Each doubling divides \(\varepsilon\), and with it the leading relative error, by four.

At the same \(\varepsilon=0.04\), the error depends strongly on the exponent. It is −1.7 % for \(s=0.5\), 0.013 % for \(s=1\), 5.8 % for \(s=3\) and 8.6 % for \(s=4\), each relative to the orbit integral. The leading error \(-K\varepsilon/G\) changes sign at \(s=1\), where \(K\) vanishes, so the full error changes sign close to that exponent. The small error left at \(s=1\) itself is the cubic term of the arctangent, \(\varepsilon^2/12\) in relative size. The full set of values is in the numerical output.

## Table of computed values

```
mass ratio M2/M1 = 3.0
laboratory energy E = 40000 eV
centre-of-mass energy Ec = 30000 eV
exponent s = 2
strength C = 300 eV angstrom^2
impact parameter p = 0.50 angstrom
potential at p, V(p) = 1200.0 eV
eps = V(p)/Ec = 0.04000
coefficient G(s) = 1.570796
coefficient K(s) = -1.178097
impulse theta = 0.062832 rad
impulse theta = 3.6000 degrees
second-order term = -0.001885 rad
theta through second order = 0.060947 rad
orbit-integral theta = 0.061008 rad
orbit-integral theta = 3.4955 degrees
impulse error = 2.990 %
closest approach = 0.509902 angstrom
impulse share from |z| < p = 81.83 %
impulse laboratory angle psi = 0.047124 rad
psi from orbit integral = 0.045759 rad
psi from Newton's equations = 0.045759 rad
energy-transfer factor 4 M1 M2/(M1+M2)^2 = 0.7500
impulse energy transfer T = 29.6088 eV
T from orbit integral = 27.9058 eV
T from Newton's equations = 27.9058 eV
Larger impact parameters, same s, C and Ec:
p = 0.5 angstrom: impulse 0.0628319 rad, orbit 0.0610076 rad, error 2.990 %
p = 1.0 angstrom: impulse 0.0157080 rad, orbit 0.0155911 rad, error 0.749 %
p = 2.0 angstrom: impulse 0.0039270 rad, orbit 0.0039196 rad, error 0.187 %
Different exponents at the same eps = 0.04000:
s = 0.5: G = 0.59907, K = 0.25000, impulse 0.023963 rad, orbit 0.024367 rad, error -1.659 %
s = 1.0: G = 1.00000, K = 0.00000, impulse 0.040000 rad, orbit 0.039995 rad, error 0.013 %
s = 2.0: G = 1.57080, K = -1.17810, impulse 0.062832 rad, orbit 0.061008 rad, error 2.990 %
s = 3.0: G = 2.00000, K = -2.94524, impulse 0.080000 rad, orbit 0.075604 rad, error 5.815 %
s = 4.0: G = 2.35619, K = -5.15418, impulse 0.094248 rad, orbit 0.086810 rad, error 8.568 %
```
